# Breit-Rabi levels of isotropic muonium and its muon-line sum rule, part 2

The problem is to read the hyperfine constant $A$ of muonium, a positive muon with one bound electron, from two lines in a field $B\ge0$ along $z$. The electron spin $\mathbf S$ and muon spin $\mathbf I$ are both 1/2 and dimensionless, and

$$\frac{H}{h}=\gamma_eBS_z-\gamma_\mu BI_z+A\,\mathbf S\cdot\mathbf I .$$

Energies $E_m$ are divided by $h$ and given in MHz. Here $\gamma_e=28024.95$ and $\gamma_\mu=135.5388$ MHz/T, with $\gamma_\pm=\gamma_e\pm\gamma_\mu$ and $R=\sqrt{A^2+\gamma_+^2B^2}$.

States 1 and 3 are $|\uparrow\uparrow\rangle$ and $|\downarrow\downarrow\rangle$, electron first. States 2 and 4 are the upper and lower mixtures of $|\uparrow\downarrow\rangle$ and $|\downarrow\uparrow\rangle$, with $\cos2\zeta=\gamma_+B/R$ and $\sin2\zeta=A/R$. The signed frequencies $\nu_{mn}=E_m-E_n$ include

$$\nu_{12}=\frac A2+\frac{\gamma_-B-R}{2},\qquad
\nu_{34}=\frac A2-\frac{\gamma_-B-R}{2},$$

$$\nu_{12}+\nu_{34}=A .$$

With the flip correction $\delta=(R-\gamma_+B)/2$, which is small at high field, they are also

$$\nu_{12}=\frac A2-\gamma_\mu B-\delta,\qquad
\nu_{34}=\frac A2+\gamma_\mu B+\delta .$$

The trace argument explains the sum. It equals $(E_1+E_3)-(E_2+E_4)$, the trace of $H/h$ over parallel spins minus that over antiparallel spins. Mixing within a group changes neither trace, and the Zeeman energies cancel within each group.

For a muon initially polarized along $x$ and an unpolarized electron, the observed muon polarization is

$$\begin{aligned}P(t)={}&\tfrac12\cos^2\zeta\,[\cos2\pi\nu_{12}t+\cos2\pi\nu_{34}t]\\
&+\tfrac12\sin^2\zeta\,[\cos2\pi\nu_{14}t+\cos2\pi\nu_{23}t].\end{aligned}$$

The example has $A=2000$ MHz and $B=1$ T, which give $\nu_{12}=828.995$ MHz, $\nu_{34}=1171.005$ MHz and $\sin^2\zeta=0.001256$. In the free atom, the contact coupling, proportional to the electron density at the muon, is $4464$ MHz. The sum was also checked by diagonalizing 200 random cases.

**Q.** So $\nu_{12}$ rises at first. But your high-field formula contains $-\gamma_\mu B$, so it must fall later. Where does it turn?

**A.** Differentiate $R^2=A^2+\gamma_+^2B^2$ to get $dR/dB=\gamma_+^2B/R$. The slope is

$$\frac{d\nu_{12}}{dB}=\frac12\left(\gamma_--\frac{\gamma_+^2B}{R}\right).$$

It vanishes when $\gamma_-R=\gamma_+^2B$. Square this and collect the terms in $B^2$:

$$\gamma_-^2A^2=\gamma_+^2B^2(\gamma_+^2-\gamma_-^2)=4\gamma_e\gamma_\mu\gamma_+^2B^2 .$$

For $A>0$ the turning field is therefore

$$B_{\rm turn}=\frac{A\gamma_-}{2\gamma_+\sqrt{\gamma_e\gamma_\mu}} .$$

To find the frequency there, insert $R=\gamma_+^2B/\gamma_-$:

$$R-\gamma_-B=\frac{4\gamma_e\gamma_\mu B}{\gamma_-}=\frac{2A\sqrt{\gamma_e\gamma_\mu}}{\gamma_+},$$

$$\nu_{12}^{\max}=\frac A2\left(1-\frac{2\sqrt{\gamma_e\gamma_\mu}}{\gamma_+}\right).$$

It is a maximum because $d^2R/dB^2=\gamma_+^2A^2/R^3$ is positive, which makes the curvature of $\nu_{12}$ negative. In the example $B_{\rm turn}=0.508$ T and the greatest value is $861.58$ MHz. A numerical search on the diagonalized levels confirmed both formulas.

Since the sum is constant, $\nu_{34}$ has its minimum at the same field. Near it both lines are insensitive to a small field error in first order.

**Q.** And away from that field, what does an error in $B$ cost?

**A.** At 1 T the slope of $\nu_{12}$ is $-100.16$ MHz/T. A field wrong by one percent, or 0.01 T, moves $\nu_{12}$ by about 1 MHz. It moves $\nu_{34}$ by the same amount in the other direction. An $A$ obtained from one line and an assumed field would inherit an error; the sum does not, provided that both lines come from the same sample in the same field. A field that drifts between two separate measurements breaks this condition.

**Q.** You keep saying "signed". A spectrum shows positive frequencies. If $\nu_{12}$ continues to fall, will it not pass through zero and ruin your addition?

**A.** It passes through zero, and the rule for positive line positions then changes. Set $\nu_{12}=0$, which means $A+\gamma_-B=R$. For $A>0$ both sides are positive, so squaring adds no false root:

$$A^2+2A\gamma_-B+\gamma_-^2B^2=A^2+\gamma_+^2B^2 .$$

Cancel $A^2$, use $\gamma_+^2-\gamma_-^2=4\gamma_e\gamma_\mu$, and divide by $2B$:

$$B_0=\frac{A\gamma_-}{2\gamma_e\gamma_\mu}.$$

The example gives $7.342$ T. Physically, the applied field at the muon there balances the hyperfine field of an electron with spin up. Without the flip correction the balance would be at $A/(2\gamma_\mu)=7.378$ T; the factor $\gamma_-/\gamma_e$ supplies the correction.

Below $B_0$ the positive line positions add to $A$. Above it, $\nu_{12}=-|\nu_{12}|$, and the same identity reads

$$|\nu_{34}|-|\nu_{12}|=A .$$

At 10 T the signed values are $-358.939$ and $2358.939$ MHz. The lines appear at 358.939 and 2358.939 MHz, and their difference is 2000 MHz.

**Q.** Then two lines at one unknown field give two candidates for $A$, a sum and a difference. You promised that the field was not needed.

**A.** Its exact value is not needed, but one must know on which side of $B_0$ the measurement lies. At low field, where all four lines have appreciable amplitude, one must also pick the right two: with an unpolarized electron, and detectors fast enough to record all four without loss, $\nu_{12}$ and $\nu_{34}$ are the stronger ones. Take the lines at 829 and 1171 MHz. The sum gives 2000 MHz. The difference would give 342 MHz, with $\nu_{12}$ negative. By the high-field formula this second reading requires $171-\gamma_\mu B\approx-829$, or $B\approx7.4$ T. A magnet known to be near 1 T excludes it. A second measurement at a changed field would also decide if the lines have moved. If both fields lie on the same side of $B_0$, only the wrong combination changes. If both combinations change, the fields lie on opposite sides, and $A$ is the value that the sum at the lower field shares with the difference at the higher one. Two fields on opposite sides of the turning field can give the same lines, and such a pair decides nothing.

**Q.** Does the spectrum at least tell you the sign of $A$?

**A.** Not under the starting conditions used here. Replace $A$ by $-A$ in the frequencies; $R$ is unchanged. One finds

$$\nu_{12}(-A)=-\nu_{34}(A),\qquad \nu_{34}(-A)=-\nu_{12}(A).$$

In the same way $\nu_{14}$ and $\nu_{23}$ exchange values. The amplitudes depend on $\cos2\zeta$, which does not contain the sign of $A$. Thus $P(t)$ is the same for both signs when the electron starts unpolarized.

A polarized electron changes the weights. If it were in thermal equilibrium at 10 K and 1 T, its polarization would have magnitude $\tanh(h\gamma_eB/2k_BT)=0.067$, favouring electron spin down. The line $\nu_{34}$ would then carry about 0.53 and $\nu_{12}$ about 0.47 of the signal. For positive $A$ the stronger line would be the upper one, and for negative $A$ the lower one. Whether the electron reaches equilibrium within the muon's life is outside this model. The weights above assume an electron that is polarized from the start and is not flipped by its surroundings afterwards. Such flips during the precession broaden the lines and, when fast enough, also shift them.

**Q.** Which real system do you have in mind? Your 2000 MHz is suspiciously round.

**A.** It is a chosen value, in the rough range of muonium at the tetrahedral interstitial site of silicon. The field of 1 T and the temperature of 10 K are chosen values too. The chosen coupling is $0.448$ of the free-atom contact value given earlier, so in a contact picture the spin density at the muon is a little under half of that in the free atom. The tetrahedral surroundings make the coupling isotropic by symmetry. Muonium at a bond centre in silicon does not have this symmetry, and its coupling is strongly anisotropic; the isotropic formulas should not be used there. Real crystals break the assumption at the tetrahedral site too, through strain and through neighbouring nuclear spins. For the modest couplings assumed below, strain moves the sum by 1 to 2 MHz when the field lies along a principal axis, and one neighbour moves it by about $10^{-6}$ MHz at 1 T. These are results for assumed couplings, not measured properties of silicon.

**Q.** Show me the strain case. Does the trace argument fail as soon as isotropy is lost?

**A.** Not at once. Let strain add an axial part with axis $\mathbf n$ at angle $\theta$ to the field, so that the coupling tensor is

$$A_{ij}=A\delta_{ij}+\frac D2(3n_in_j-\delta_{ij}).$$

If $z$ is a principal axis, the coupling is $A_{xx}S_xI_x+A_{yy}S_yI_y+A_{zz}S_zI_z$ for suitable $x$ and $y$. The first two terms flip both spins. They may now mix $|\uparrow\uparrow\rangle$ with $|\downarrow\downarrow\rangle$, but they still do not connect parallel to antiparallel spins. The trace argument works unchanged and gives

$$\nu_{12}+\nu_{34}=A_{zz}.$$

With an assumed $D=2$ MHz the sum shifts by $+D=2$ MHz for $\mathbf n$ along the field and by $-D/2=-1$ MHz for $\mathbf n$ across it. Direct diagonalization gave both values.

For a tilted axis there is also $A_{xz}=\tfrac32D\sin\theta\cos\theta$. Its term $A_{xz}S_zI_x$ flips the muon alone and does connect the groups. At 45 degrees $A_{xz}=1.5$ MHz, and the matrix element within each muon pair is about $A_{xz}/4=0.375$ MHz. Second-order repulsion widens each interval by twice the squared element over the interval:

$$2(0.375)^2\left(\frac1{829}+\frac1{1171}\right)\approx0.0006\ \text{MHz}.$$

To this is added the first-order shift $A_{zz}-A=D/4=0.5$ MHz. The diagonalization gave $0.5006$ MHz. The estimate fails near $B_0$, where the first interval is small. There the tilted term turns the crossing of states 1 and 2 into an avoided one, and the labels lose their meaning.

**Q.** What about neighbouring nuclei? About one silicon nucleus in twenty has a spin, and I would expect it to shift your lines.

**A.** Give one neighbour a spin $\mathbf J$ of 1/2 and an isotropic coupling $A_n\mathbf S\cdot\mathbf J$ to the electron. I assume $A_n=10$ MHz and omit the neighbour's own Zeeman energy and its direct coupling to the muon. The part $A_nS_zJ_z$ adds $\pm A_n/2$ to the coefficient of $S_z$. It acts as an extra field on the electron alone. Differentiating $\nu_{12}$ with respect to $\gamma_eB$, with $\gamma_\mu B$ held fixed, gives

$$\frac12\left(1-\frac{\gamma_+B}{R}\right)=\frac{1-\cos2\zeta}{2}=\sin^2\zeta .$$

The line therefore shifts by $\pm5\times0.001256=\pm0.0063$ MHz, and $\nu_{34}$ shifts oppositely. In this part of the coupling the sum is untouched, by the same cancellation that removed the electron Zeeman energy. The terms in which the electron and the neighbour exchange spin are not covered by that argument. With them included, diagonalization of the three spins gave a largest line shift of $0.00632$ MHz and a largest shift of the sum of $1.5\times10^{-6}$ MHz. These figures hold for an isotropic neighbour coupling. An anisotropic part tilted from the field, together with the neighbour's Zeeman energy, splits the two lines unequally: for an assumed axial part of 5 MHz at 45 degrees, by about $\pm0.007$ and $\pm0.005$ MHz at 1 T. The small shift of the sum then applies only to the centres of the split lines.

**Q.** One more suspicion. You speak of a constant $A$ at every field, but a magnetic field squeezes the atom. Does $A$ itself not change?

**A.** It does, and the sum then gives $A_{zz}$ at that field. The change of its contact part can be estimated for a hydrogenic 1s state, in Hartree atomic units. The term linear in the field and in the orbital momentum vanishes on an s state. The quadratic term is $B^2r^2\sin^2\theta/8$, where $\theta$ is now the angle of the electron's position. The average of $\sin^2\theta$ over directions is 2/3, so the spherical part is $\epsilon r^2$ with $\epsilon=B^2/12$. The remaining part admixes d waves, which vanish at the nucleus and leave the contact density unchanged in first order. Together with the s wave they also produce a dipolar coupling of order $B^2$, which this estimate of the contact part leaves out.

Write the perturbed state as $\psi_0(1+\epsilon f)$ with $\psi_0\propto e^{-r}$. First-order perturbation theory, with $\langle r^2\rangle=3$, requires

$$f''+\frac2rf'-2f'=2r^2-6 .$$

Try $f=k-r^2-r^3/3$. Then $f'=-2r-r^2$ and $f''=-2-2r$, and the left side is

$$-2-2r-4-2r+4r+2r^2=2r^2-6 .$$

The norm is unchanged in first order if $\langle f\rangle=0$. With $\langle r^3\rangle=15/2$ this gives $k=3+5/2=11/2$. The density at the nucleus changes by the relative amount $2\epsilon f(0)=11\epsilon$, so

$$\frac{\delta A}{A}=\frac{11}{12}B^2 .$$

A calculation in a small radial basis gave the coefficient $0.9167$.

For the atom in the crystal I use a crude model: a hydrogenic atom enlarged by $0.448^{-1/3}=1.307$, so that its contact density matches the chosen $A$. The perturbation grows as the square of the radius, and the energy denominators shrink as its inverse square, so the effect grows as the fourth power. At 1 T the result is a shift of $A$ by about $10^{-7}$ MHz. It grows as $B^2$ and would be about $10^{-5}$ MHz at 10 T.

**Q.** Those corrections are tiny. What then limits the reading of $A$?

**A.** At 1 T, and provided that both lines are taken in the same field, strain is the largest of the effects sized here if it is as big as I assumed. Next comes the finite life of the muon, roughly 2.2 microseconds. The oscillating part of the decay counts falls as $e^{-t/\tau}$, and the real part of its Fourier transform has Lorentzian lines whose half-width at half maximum is

$$\frac1{2\pi\tau}=0.072\ \text{MHz}.$$

This is a width, not a shift: with enough counts the centre of a line can be found more finely than its width. At 1 T the neighbour's line shift of 0.006 MHz is hidden within it. At 0.1 T, where $\sin^2\zeta$ is larger, the same coupling shifts the lines by about 0.46 MHz, which is more than this width.

The detectors must also be fast enough to follow the oscillation. A Gaussian timing spread with standard deviation $\sigma_t$ multiplies the amplitude of a line at frequency $\nu$ by $e^{-2\pi^2\nu^2\sigma_t^2}$. At 1171 MHz this factor is 0.76 for $\sigma_t=0.1$ ns, but only about 0.001 for 0.5 ns. Such a spread weakens a line without moving it.

There is also an assumption that I have not put into numbers. The Hamiltonian must stay the same while the spins precess. If the muonium changes its charge state, moves to a different kind of site, or has its electron spin flipped by the surroundings during that time, the signal is no longer a sum of four steady cosines. The levels derived here then describe the intervals between such events, and the line positions need a theory that includes the rates. The remaining values for the example stand in the numerical output.

## Values computed for the example and the checks

```
electron gyromagnetic ratio = 28024.95 MHz/T
muon gyromagnetic ratio = 135.5388 MHz/T
chosen hyperfine constant A = 2000.0 MHz
A as an energy = 8.2713 micro-eV
example field B = 1.0 T
root R = 28231.422 MHz
level E1/h = 14444.706 MHz
level E2/h = 13615.711 MHz
level E3/h = -13444.706 MHz
level E4/h = -14615.711 MHz
nu12 = 828.995 MHz
nu34 = 1171.005 MHz
nu12 + nu34 = 2000.000000 MHz
E1 + E3 = 1000.000 MHz, E2 + E4 = -1000.000 MHz
nu14 = 29060.417 MHz, nu23 = 27060.417 MHz
cos^2 zeta = 0.998744, sin^2 zeta = 0.001256
amplitude of each muon line = 0.499372
amplitude of each other line = 0.000628
field slope of nu12 at B = -100.16 MHz/T
low-field slope of nu12 = 13944.71 MHz/T
field table: B (T), nu12, nu34, sum (MHz)
    0.01      129.583     1870.417  2000.000000
    0.10      667.469     1332.531  2000.000000
    0.50      861.564     1138.436  2000.000000
    1.00      828.995     1171.005  2000.000000
    5.00      315.204     1684.796  2000.000000
   10.00     -358.939     2358.939  2000.000000
field of greatest nu12 = 0.50815 T
greatest nu12 = 861.582 MHz
field where nu12 vanishes = 7.3423 T
largest sum-rule error, 200 random cases = 1.1e-10 MHz
free-muonium contact coupling = 4464.2 MHz
A / free coupling = 0.4480
assumed strain anisotropy D = 2.0 MHz
  shift of sum, axis at 0 deg = 2.0000 MHz
  shift of sum, axis at 45 deg = 0.5006 MHz
  shift of sum, axis at 90 deg = -1.0000 MHz
assumed neighbour coupling = 10.0 MHz
neighbour: largest shift of nu12 = 0.00632 MHz
neighbour: largest shift of sum = 1.5e-06 MHz
compression coefficient = 0.91669 (atomic units)
dilation of hydrogenic radius = 1.3069
compression shift of A at B = 9.7e-08 MHz
muon lifetime, rough input = 2.2 microseconds
lifetime half-width at half-maximum = 0.0723 MHz
temperature = 10.0 K
thermal electron polarization magnitude = 0.0671
```
